**Best pairwise contraction order for the doubles ladder term**

The ladder term R_ij^ab = (1/4) Σ <kl||cd> t_ij^cd t_kl^ab takes o⁴v⁴ loop passes directly, and 2o⁴v² in the best pairwise order when o ≤ v. Here o and v are the numbers of occupied and virtual spin orbitals, t are doubles amplitudes and <kl||cd> are antisymmetrized integrals. The program asserts that a dynamic program over subsets finds the same minimal cost as exhaustive enumeration on random networks of three to six tensors. It also asserts that the ladder costs agree with counters inside loops that really run, and that the four quadratic doubles terms together agree with second-quantized matrices. For the HF molecule in the 6-31G basis, the direct and pairwise evaluations are asserted to agree numerically. The output shows 207,360,000 passes for the direct loop and 2,880,000 for the best order. In the STO-3G basis, where o exceeds v, the other order, with cost 2o²v⁴, is best.

## Numerical verification

```python
"""
Result under test: the coupled-cluster doubles ladder term
    R[i,j,a,b] = 1/4 sum_{klcd} <kl||cd> t[i,j,c,d] t[k,l,a,b]
needs o^4 v^4 loop passes directly, but 2 o^4 v^2 in the best pairwise order
when o <= v (2 o^2 v^4 when o >= v). A dynamic program over subsets of factors
finds the best order of any tensor product.
Symbols: i,j,k,l occupied and a,b,c,d virtual spin orbitals; o, v their numbers;
t doubles amplitudes; <kl||cd> antisymmetrized integrals.
Cost = number of passes through the index loops. A contraction tree is a nested
frozenset whose leaves are the positions of the factors.
"""
import itertools
import math
import time
from functools import reduce

import numpy as np
import sympy as sp
from pyscf import ao2mo, gto, mp, scf
from scipy.constants import physical_constants

rng = np.random.default_rng(7)


def best_order(terms, out, dim):
    """Dynamic program over subsets: minimal cost, its tree, splits examined."""
    n = len(terms)

    def open_indices(subset):
        inside, outside = set(), set(out)
        for m in range(n):
            (inside if subset >> m & 1 else outside).update(terms[m])
        return inside & outside

    opened = {s: open_indices(s) for s in range(1, 1 << n)}
    best = {1 << m: (0, m) for m in range(n)}
    splits = 0
    for s in range(1, 1 << n):
        if s in best:
            continue
        candidate = None
        a = (s - 1) & s
        while a:
            b = s ^ a
            if a > b:
                splits += 1
                join = math.prod(dim[x] for x in opened[a] | opened[b])
                cost = best[a][0] + best[b][0] + join
                if candidate is None or cost < candidate[0]:
                    candidate = (cost, frozenset((best[a][1], best[b][1])))
            a = (a - 1) & s
        best[s] = candidate
    return best[(1 << n) - 1] + (splits,)


def merge_sequences(nodes, out, dim, spent=0):
    """Exhaustive search: yield (tree, cost) for every sequence of pair merges."""
    if len(nodes) == 1:
        yield nodes[0][0], spent
        return
    for p, q in itertools.combinations(range(len(nodes)), 2):
        rest = [nodes[m] for m in range(len(nodes)) if m not in (p, q)]
        joint = set(nodes[p][1]) | set(nodes[q][1])
        needed = set(out).union(*(r[1] for r in rest))
        merged = (frozenset((nodes[p][0], nodes[q][0])), joint & needed)
        step = math.prod(dim[x] for x in joint)
        yield from merge_sequences(rest + [merged], out, dim, spent + step)


def all_trees(terms, out, dim):
    return dict(merge_sequences(list(enumerate(terms)), out, dim))


def execute(tree, terms, arrays, out, kernel):
    """Carry out a contraction tree; returns (factors used, labels, array)."""
    if isinstance(tree, int):
        return {tree}, terms[tree], arrays[tree]
    left, right = (execute(x, terms, arrays, out, kernel) for x in tree)
    used = left[0] | right[0]
    others = [terms[m] for m in range(len(terms)) if m not in used]
    keep = out
    if others:
        needed = set(out).union(*others)
        keep = "".join(sorted((set(left[1]) | set(right[1])) & needed))
    return used, keep, kernel([left[1], right[1]], [left[2], right[2]], keep)


def einsum_kernel(labels, arrays, keep):
    return np.einsum(",".join(labels) + "->" + keep, *arrays)


passes = [0]


def loop_kernel(labels, arrays, keep):
    """Plain nested loops that count their own passes."""
    size = {x: d for lab, arr in zip(labels, arrays) for x, d in zip(lab, arr.shape)}
    result = np.zeros([size[x] for x in keep])
    for values in itertools.product(*(range(d) for d in size.values())):
        at = dict(zip(size, values))
        product = 1.0
        for lab, arr in zip(labels, arrays):
            product *= arr[tuple(at[x] for x in lab)]
        result[tuple(at[x] for x in keep)] += product
        passes[0] += 1
    return result


def show(tree, names):
    if isinstance(tree, int):
        return names[tree]
    return "(" + " * ".join(sorted(show(x, names) for x in tree)) + ")"


def dims(o, v):
    return {**dict.fromkeys("ijkl", o), **dict.fromkeys("abcd", v)}


# --- dynamic program against exhaustive search on random tensor networks ---
search_rows = []
for n in range(3, 7):
    for trial in range(5):
        terms, out = [""] * n, ""
        for x in "abcdefgh":
            places = rng.choice(n, size=int(rng.integers(1, 4)), replace=False)
            for m in places:
                terms[m] += x
            if len(places) == 1:
                out += x
        dim = {x: int(rng.integers(2, 10)) for x in "abcdefgh"}
        trees = all_trees(terms, out, dim)
        cost, tree, splits = best_order(terms, out, dim)
        assert cost == min(trees.values()) and trees[tree] == cost
    assert len(trees) == math.prod(range(1, 2 * n - 2, 2))
    assert splits == (3**n - 2 ** (n + 1) + 1) // 2
    search_rows.append((n, len(trees), splits))

# --- the ladder term: three trees, symbolic costs, crossing at o = v ---
ladder, target = ["klcd", "ijcd", "klab"], "ijab"
names = ["V_klcd", "t_ijcd", "t_klab"]
hole_first = frozenset((frozenset((0, 1)), 2))
particle_first = frozenset((frozenset((0, 2)), 1))
outer_first = frozenset((frozenset((1, 2)), 0))
o_sym, v_sym = sp.symbols("o v", positive=True)
symbolic = all_trees(ladder, target, dims(o_sym, v_sym))
assert sp.expand(symbolic[hole_first] - 2 * o_sym**4 * v_sym**2) == 0
assert sp.expand(symbolic[particle_first] - 2 * o_sym**2 * v_sym**4) == 0
assert sp.expand(symbolic[outer_first] - 2 * o_sym**4 * v_sym**4) == 0
for o, v in itertools.product(range(2, 10), repeat=2):
    cost, tree, _ = best_order(ladder, target, dims(o, v))
    if o != v:
        assert tree == (hole_first if o < v else particle_first)
    assert cost == 2 * o**2 * v**2 * min(o, v) ** 2

# --- costs against counters inside loops that really run ---
loop_o, loop_v = 2, 3
small = [rng.normal(size=[dims(loop_o, loop_v)[x] for x in lab]) for lab in ladder]
passes[0] = 0
direct_small = loop_kernel(ladder, small, target)
direct_passes = passes[0]
assert direct_passes == loop_o**4 * loop_v**4
loop_counts = {}
for tree, cost in all_trees(ladder, target, dims(loop_o, loop_v)).items():
    passes[0] = 0
    value = execute(tree, ladder, small, target, loop_kernel)[2]
    assert np.allclose(value, direct_small, atol=1e-11)
    assert passes[0] == cost
    loop_counts[tree] = passes[0]


# --- quadratic doubles terms against second-quantized matrices (o = v = 4) ---
def antisymmetric_tensor():
    x = rng.normal(size=(4, 4, 4, 4))
    x = x - x.transpose(1, 0, 2, 3)
    return x - x.transpose(0, 1, 3, 2)


lower, parity = np.array([[0.0, 1.0], [0.0, 0.0]]), np.diag([1.0, -1.0])
ann = [reduce(np.kron, [parity] * p + [lower] + [np.eye(2)] * (7 - p)) for p in range(8)]
vacuum = np.zeros(256)
vacuum[0] = 1.0
reference = ann[0].T @ (ann[1].T @ (ann[2].T @ (ann[3].T @ vacuum)))
g, t = antisymmetric_tensor(), antisymmetric_tensor()
pairs = list(itertools.combinations(range(4), 2))
excite = {(i, j, a, b): ann[a + 4].T @ ann[b + 4].T @ ann[j] @ ann[i]
          for i, j in pairs for a, b in pairs}
T2 = sum(t[key] * op for key, op in excite.items())
W_down = sum(g[key] * op.T for key, op in excite.items())
T_ref = T2 @ reference
quadratic_state = W_down @ (T2 @ T_ref) / 2
closed_part = reference @ (W_down @ T_ref)

other_terms = {
    "ring": ["klcd", "ikac", "jlbd"],
    "particle-line": ["klcd", "ijac", "klbd"],
    "hole-line": ["klcd", "ikab", "jlcd"],
}
ring, p_line, h_line = (np.einsum(",".join(x) + "->ijab", g, t, t)
                        for x in other_terms.values())
formula = np.einsum("klcd,ijcd,klab->ijab", g, t, t) / 4
formula += ring - ring.transpose(1, 0, 2, 3)
formula -= (p_line - p_line.transpose(0, 1, 3, 2)) / 2
formula -= (h_line - h_line.transpose(1, 0, 2, 3)) / 2
for key, op in excite.items():
    connected = (op @ reference) @ quadratic_state - t[key] * closed_part
    assert abs(connected - formula[key]) < 1e-9 * np.abs(formula).max()

# --- HF molecule, 6-31G, first-order amplitudes ---
bond = 0.92  # chosen bond length in angstrom


def molecule(basis):
    return gto.M(atom=f"H 0 0 0; F 0 0 {bond}", basis=basis, verbose=0)


mol = molecule("6-31g")
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
mf.kernel()
assert mf.converged
n_orb = mf.mo_coeff.shape[1]
eri = ao2mo.restore(1, ao2mo.kernel(mol, mf.mo_coeff), n_orb)
space, spin = np.arange(2 * n_orb) // 2, np.arange(2 * n_orb) % 2
same = (spin[:, None] == spin[None, :]).astype(float)
chem = eri[np.ix_(space, space, space, space)]
chem = chem * same[:, :, None, None] * same[None, None, :, :]
phys = chem.transpose(0, 2, 1, 3)
anti = phys - phys.transpose(0, 1, 3, 2)
o = mol.nelectron
v = 2 * n_orb - o
V = np.ascontiguousarray(anti[:o, :o, o:, o:])
eps = mf.mo_energy[space]
gap = (eps[:o, None, None, None] + eps[None, :o, None, None]
       - eps[None, None, o:, None] - eps[None, None, None, o:])
amp = V / gap
assert abs(np.sum(V * amp) / 4 - mp.MP2(mf).kernel()[0]) < 1e-8

arrays = [V, amp, amp]
start = time.perf_counter()
R = einsum_kernel(ladder, arrays, target) / 4
time_direct = time.perf_counter() - start
timings, values = {}, {}
for tree in (hole_first, particle_first):
    runs = []
    for repeat in range(3):
        start = time.perf_counter()
        values[tree] = execute(tree, ladder, arrays, target, einsum_kernel)[2] / 4
        runs.append(time.perf_counter() - start)
    timings[tree] = min(runs)
    assert np.allclose(values[tree], R, rtol=1e-9, atol=1e-12)
    assert timings[tree] < time_direct
W_inter = np.einsum("klcd,ijcd->klij", V, amp)
X_inter = np.einsum("klcd,klab->cdab", V, amp)

# Antisymmetric pairs turn the term into a chain of three matrices.
ko, lo = np.triu_indices(o, 1)
cv, dv = np.triu_indices(v, 1)


def pack(x):
    return x[ko[:, None], lo[:, None], cv[None, :], dv[None, :]]


assert np.allclose(pack(amp) @ pack(V).T @ pack(amp), pack(R), rtol=1e-9, atol=1e-12)
pair_dim = {"i": len(ko), "k": len(ko), "a": len(cv), "c": len(cv)}
pair_cost, pair_tree, _ = best_order(["kc", "ic", "ka"], "ia", pair_dim)
assert pair_tree == hole_first

# Four-factor scalar: the best tree joins two intermediates.
closed = ladder + ["ijab"]
closed_cost, closed_tree, _ = best_order(closed, "", dims(o, v))


def one_at_a_time(tree):
    if isinstance(tree, int):
        return True
    x, y = tree
    return (isinstance(x, int) or isinstance(y, int)) and one_at_a_time(x) and one_at_a_time(y)


closed_trees = all_trees(closed, "", dims(o, v))
chain_cost = min(c for tr, c in closed_trees.items() if one_at_a_time(tr))
assert not one_at_a_time(closed_tree) and closed_cost < chain_cost
scalar = execute(closed_tree, closed, arrays + [amp], "", einsum_kernel)[2]
assert np.isclose(scalar, 4 * np.sum(R * amp), rtol=1e-9)

# --- printed results ---
print("Search effort: factors n, trees, splits in dynamic program")
for row in search_rows:
    print("  n = %d: trees %d, splits %d" % row)
print("Ladder term, cost of each tree (loop passes):")
for tree in (hole_first, particle_first, outer_first):
    print(f"  {show(tree, names)}: {symbolic[tree]}")
print(f"Counted loops, o = {loop_o}, v = {loop_v}: direct {direct_passes} passes")
for tree in (hole_first, particle_first, outer_first):
    print(f"  {show(tree, names)}: {loop_counts[tree]} passes")
print("Other quadratic terms, best cost for the o, v of HF/6-31G:")
for label, terms in other_terms.items():
    cost, tree, _ = best_order(terms, target, dims(o, v))
    law = all_trees(terms, target, dims(o_sym, v_sym))[tree]
    print(f"  {label}: {law} = {cost} passes")
print(f"HF molecule, bond length {bond} angstrom, basis 6-31G")
print(f"  occupied o = {o}, virtual v = {v} spin orbitals")
ladder_cost, ladder_tree, _ = best_order(ladder, target, dims(o, v))
hf_trees = all_trees(ladder, target, dims(o, v))
direct_cost = math.prod(dims(o, v).values())
print(f"  direct loop: {direct_cost} passes")
print(f"  best order {show(ladder_tree, names)}: {ladder_cost} passes")
print(f"  second order {show(particle_first, names)}: {hf_trees[particle_first]} passes")
print(f"  direct / best: {direct_cost / ladder_cost:.1f} (passes)")
print(f"  intermediate W_klij: {W_inter.nbytes} bytes")
print(f"  intermediate X_cdab: {X_inter.nbytes} bytes")
print(f"  measured time, direct: {time_direct:.3g} s")
print(f"  measured time, W order: {timings[hole_first]:.3g} s")
print(f"  measured time, X order: {timings[particle_first]:.3g} s")
hartree = physical_constants["Hartree energy"][0]
print(f"  Frobenius norm of R: {np.linalg.norm(R) * hartree:.4e} J")
difference = np.abs(values[hole_first] - R).max() * hartree
print(f"  largest difference, W order and direct: {difference:.1e} J")
print(f"  pair dimensions: {len(ko)} occupied, {len(cv)} virtual")
print(f"  best order with pairs: {pair_cost} passes")
print(f"Four-factor scalar, best tree: {show(closed_tree, names + ['t_ijab'])}")
print(f"  best tree: {closed_cost} passes")
print(f"  best adding one factor at a time: {chain_cost} passes")
print("HF molecule in other basis sets (o, v, best first product, passes):")
for basis in ("sto-3g", "6-31g", "cc-pvdz", "cc-pvtz", "cc-pvqz"):
    v_b = 2 * molecule(basis).nao - o
    cost, tree, _ = best_order(ladder, target, dims(o, v_b))
    first = next(x for x in tree if not isinstance(x, int))
    total = math.prod(dims(o, v_b).values())
    print(f"  {basis}: o {o}, v {v_b}, {show(first, names)}, best {cost:.3e}, direct {total:.3e}")
print("no test failed")
```

Output:

```
Search effort: factors n, trees, splits in dynamic program
  n = 3: trees 3, splits 6
  n = 4: trees 15, splits 25
  n = 5: trees 105, splits 90
  n = 6: trees 945, splits 301
Ladder term, cost of each tree (loop passes):
  ((V_klcd * t_ijcd) * t_klab): 2*o**4*v**2
  ((V_klcd * t_klab) * t_ijcd): 2*o**2*v**4
  ((t_ijcd * t_klab) * V_klcd): 2*o**4*v**4
Counted loops, o = 2, v = 3: direct 1296 passes
  ((V_klcd * t_ijcd) * t_klab): 288 passes
  ((V_klcd * t_klab) * t_ijcd): 648 passes
  ((t_ijcd * t_klab) * V_klcd): 2592 passes
Other quadratic terms, best cost for the o, v of HF/6-31G:
  ring: 2*o**3*v**3 = 3456000 passes
  particle-line: 2*o**2*v**3 = 345600 passes
  hole-line: 2*o**3*v**2 = 288000 passes
HF molecule, bond length 0.92 angstrom, basis 6-31G
  occupied o = 10, virtual v = 12 spin orbitals
  direct loop: 207360000 passes
  best order ((V_klcd * t_ijcd) * t_klab): 2880000 passes
  second order ((V_klcd * t_klab) * t_ijcd): 4147200 passes
  direct / best: 72.0 (passes)
  intermediate W_klij: 80000 bytes
  intermediate X_cdab: 165888 bytes
  measured time, direct: 0.331 s
  measured time, W order: 0.00283 s
  measured time, X order: 0.00574 s
  Frobenius norm of R: 1.8891e-20 J
  largest difference, W order and direct: 1.9e-36 J
  pair dimensions: 45 occupied, 66 virtual
  best order with pairs: 267300 passes
Four-factor scalar, best tree: ((V_klcd * t_ijcd) * (t_ijab * t_klab))
  best tree: 2890000 passes
  best adding one factor at a time: 2894400 passes
HF molecule in other basis sets (o, v, best first product, passes):
  sto-3g: o 10, v 2, (V_klcd * t_klab), best 3.200e+03, direct 1.600e+05
  6-31g: o 10, v 12, (V_klcd * t_ijcd), best 2.880e+06, direct 2.074e+08
  cc-pvdz: o 10, v 28, (V_klcd * t_ijcd), best 1.568e+07, direct 6.147e+09
  cc-pvtz: o 10, v 78, (V_klcd * t_ijcd), best 1.217e+08, direct 3.702e+11
  cc-pvqz: o 10, v 160, (V_klcd * t_ijcd), best 5.120e+08, direct 6.554e+12
no test failed
```
